# How long diffusion can sustain a photocurrent step

**Problem.** A flat semiconductor photoanode stands in still electrolyte containing 10 mM of a one-electron reductant with diffusivity \(D=10^{-5}\ \mathrm{cm^2/s}\). At \(t=0\) light is switched on and drives a constant photocurrent density \(j=5\ \mathrm{mA/cm^2}\), carried wholly by oxidation of the reductant. How long can this last before the reductant at the surface is used up? What current can the reductant carry afterwards?

The distance \(x\) is measured from the electrode into the solution, \(c(x,t)\) is the reductant concentration and \(C\) its initial, uniform value. Excess inert salt is present, so the reductant moves by diffusion alone. The flux counted positive towards the electrode is then
\[
q=D\,\frac{\partial c}{\partial x},
\]
and its imposed value at the surface is called \(J\). In atomic units the electron charge has magnitude one, so for one electron per molecule \(J=j\), with \(c\) a number density. With molar concentrations, \(J=j/F\), where \(F\) is the Faraday constant.

## A tempting solution

Ask for the largest current that diffusion can deliver, and find when it has fallen to 5 mA/cm². Delivery is greatest when the surface is empty, so set \(c(0,t)=0\).

In a thin slab, reductant enters at \(x+dx\) and leaves at \(x\), so
\[
\frac{\partial c}{\partial t}=\frac{\partial q}{\partial x}=D\,\frac{\partial^2 c}{\partial x^2}.
\]
Try a function \(f(u)\) of the single variable \(u=x/(2\sqrt{Dt})\). Since \(\partial u/\partial t=-u/(2t)\) and \(\partial u/\partial x=1/(2\sqrt{Dt})\), the equation becomes
\[
-\frac{u}{2t}f'=D\,\frac{f''}{4Dt}\quad\Longrightarrow\quad f''+2uf'=0 .
\]
Hence \(f'\) is proportional to \(e^{-u^2}\). The solution that vanishes at the surface and tends to \(C\) far away is
\[
c=C\,\mathrm{erf}(u),\qquad \mathrm{erf}(u)=\frac{2}{\sqrt\pi}\int_0^u e^{-v^2}dv .
\]
Its surface flux is
\[
J_{\rm C}(t)=D\,C\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}=C\sqrt{\frac{D}{\pi t}},
\]
the Cottrell law. Setting \(J_{\rm C}=J\) gives
\[
t_{\rm w}=\frac{DC^2}{\pi J^2}=\frac{D}{\pi}\left(\frac{FC}{j}\right)^2 .
\]
With \(FC/j=2\times96.485\ \mathrm{s/cm}\), this is about 0.12 s.

## Where it goes wrong

The Cottrell law is correct for a different experiment, in which the surface is empty from the first instant. Its current starts far above 5 mA/cm² and has already drained the solution near the electrode. The amount it removes up to time \(t\) is
\[
\int_0^t C\sqrt{\frac{D}{\pi s}}\,ds=2C\sqrt{\frac{Dt}{\pi}}=2t\,J_{\rm C}(t).
\]
At \(t_{\rm w}\), where \(J_{\rm C}=J\), this equals \(2Jt_{\rm w}\). The constant photocurrent has removed \(Jt_{\rm w}\), half as much. What diffusion can deliver at a given moment depends on the earlier current, so the condition at the surface must be the imposed flux, with the surface concentration left to be found.

## The right solution

Differentiate \(\partial c/\partial t=\partial q/\partial x\) with respect to \(x\) and multiply by \(D\):
\[
\frac{\partial q}{\partial t}=D\,\frac{\partial^2 q}{\partial x^2}.
\]
The flux obeys the same equation as the concentration, and its conditions are simple: \(q=J\) at the surface, and \(q=0\) initially and far away. Writing \(q=Jf(u)\) leads again to \(f''+2uf'=0\), now with \(f(0)=1\) and \(f(\infty)=0\). Therefore
\[
q=J\,\mathrm{erfc}(u),\qquad \mathrm{erfc}(u)=1-\mathrm{erf}(u).
\]

The concentration follows by integrating \(\partial c/\partial x=q/D\) inwards from the bulk, where \(c=C\). With \(dx=2\sqrt{Dt}\,dv\),
\[
C-c(x,t)=\frac1D\int_x^\infty q\,dx'=2J\sqrt{\frac tD}\int_u^\infty\mathrm{erfc}(v)\,dv .
\]
Integration by parts, using \(d\,\mathrm{erfc}(v)/dv=-(2/\sqrt\pi)e^{-v^2}\), gives
\[
\int_u^\infty \mathrm{erfc}(v)\,dv=-u\,\mathrm{erfc}(u)+\frac{2}{\sqrt\pi}\int_u^\infty v\,e^{-v^2}dv=\frac{e^{-u^2}}{\sqrt\pi}-u\,\mathrm{erfc}(u).
\]
Since \(2J\sqrt{t/D}\;u=Jx/D\), the profile is
\[
c(x,t)=C-2J\sqrt{\frac{t}{\pi D}}\;e^{-x^2/4Dt}+\frac{Jx}{D}\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\]

Because \(q>0\), the concentration rises with \(x\), and the surface is the first place to empty. There
\[
c(0,t)=C-2J\sqrt{\frac{t}{\pi D}} .
\]
This vanishes when \(\sqrt{\tau}=C\sqrt{\pi D}/(2J)\), so
\[
\tau=\frac{\pi DC^2}{4J^2}=\pi D\left(\frac{FC}{2j}\right)^2,\qquad c(0,t)=C\left(1-\sqrt{t/\tau}\right).
\]
This \(\tau\) is Sand's time. Any later continuation of the same flux would require a negative concentration.

For the numbers, \(10\ \mathrm{mM}=10^{-5}\ \mathrm{mol/cm^3}\), and
\[
\frac{FC}{2j}=\frac{96485.33\times10^{-5}}{2\times 5\times10^{-3}}=96.485\ \mathrm{s/cm},
\]
\[
\tau=\pi\times10^{-5}\times(96.485)^2=0.2925\ \mathrm{s}.
\]
**The step can be sustained for about 0.29 s.** A direct numerical solution of the diffusion equation with the same inputs also gives 0.2925 s. The tempting answer was too short by the factor \(t_{\rm w}/\tau=4/\pi^2\approx0.41\). At \(t_{\rm w}\) the surface still holds the fraction \(1-2/\pi\), about 36%, of the bulk concentration.

## Reading the result

The surface concentration falls quickly at first and more slowly later: it is 5.9 mM at 0.05 s, 4.2 mM at 0.10 s and 1.7 mM at 0.20 s. At \(\tau\) the depletion is still local. The concentration is zero at the surface, 4.3 mM at 10 µm and 9.8 mM at 50 µm.

The charge passed is \(j\tau=1.46\ \mathrm{mC/cm^2}\). The reductant consumed would fill a layer of thickness
\[
\frac{J\tau}{C}=\frac{\pi}{4}\,\delta^*,\qquad \delta^*=\frac{DC}{J},
\]
at bulk concentration. Here \(\delta^*=19.3\) µm and the layer is 15.2 µm thick. At fixed \(C\) and \(D\), doubling the current divides \(\tau\) by four and halves the charge obtained before depletion, since diffusion has less time to bring reductant from farther out.

## After depletion

Suppose that after \(\tau\) the reductant is oxidized as fast as it arrives, so that \(c(0,t)=0\). The drop in surface concentration, \(S(s)=C-c(0,s)\), is then \(C\sqrt{s/\tau}\) up to \(\tau\) and \(C\) afterwards. Diffusion is linear, so each small drop \(dS\) made at time \(s\) adds its own Cottrell flux \(dS\sqrt{D/[\pi(t-s)]}\). With \(dS/ds=C/(2\sqrt{\tau s})\) before \(\tau\) and zero after it,
\[
J(t)=\sqrt{\frac D\pi}\,\frac{C}{2\sqrt\tau}\int_0^\tau\frac{ds}{\sqrt{s(t-s)}} .
\]
The substitution \(s=t\sin^2\theta\) turns the integrand into \(2\,d\theta\), so the integral is \(2\arcsin\sqrt{\tau/t}\). From the expression for \(\tau\), \(C/\sqrt\tau=2J/\sqrt{\pi D}\). Hence
\[
J(t)=\frac{2J}{\pi}\arcsin\sqrt{\frac{\tau}{t}},\qquad t\ge\tau .
\]
The flux starts from \(J\) at \(\tau\), falls to 73% at \(1.2\tau\), and reaches one half at \(2\tau\) and one third at \(4\tau\). For \(t\gg\tau\) the arcsine approaches its argument, and \(J(t)\to(2J/\pi)\sqrt{\tau/t}=C\sqrt{D/\pi t}\). The Cottrell law returns once the early history has ceased to matter. In a real cell this lasts only while the solution stays still, since natural convection eventually limits the growth of the depleted layer.

This is the reductant's share of the current. If the light still supplies holes and they can oxidize water or the semiconductor itself, the measured photocurrent may stay higher while its chemistry changes.

## If the solution is stirred

Model stirring by holding \(c=C\) at a distance \(\delta\) from the electrode. In the steady state the flux is uniform and the profile linear, so
\[
c(0,\infty)=C-\frac{J\delta}{D}=C\left(1-\frac{\delta}{\delta^*}\right).
\]
The initial excess over this state is \((J/D)(\delta-x)\). It is a sum of modes \(\cos(m\pi x/2\delta)\) with \(m\) odd, which have zero slope at the electrode and vanish at \(\delta\). The coefficients are
\[
\frac2\delta\int_0^\delta\frac JD(\delta-x)\cos\frac{m\pi x}{2\delta}\,dx=\frac{8J\delta}{\pi^2m^2D},
\]
and each mode decays at the rate \(m^2\pi^2D/4\delta^2\), so
\[
c(0,t)=C-\frac{J\delta}{D}\left[1-\sum_{m\ \rm odd}\frac{8}{\pi^2m^2}\,e^{-m^2\pi^2Dt/4\delta^2}\right].
\]
Every term decays, so the surface concentration falls steadily towards its final value. If \(\delta\le\delta^*=19.3\) µm, it does not reach zero at any finite time and the current can continue, as long as the bulk is kept at \(C\). An 18 µm layer settles at 0.67 mM. A 20 µm layer is depleted after 0.51 s, a 25 µm layer after 0.32 s, and a 100 µm layer after 0.2925 s, the still-solution value to the digits shown.

## Beside a real photoanode

The numbers lie in the regime of a protected n-type silicon photoanode oxidizing ferrocyanide in about 1 M potassium chloride. A current of 5 mA/cm² is modest for silicon in full sunlight, and \(10^{-5}\ \mathrm{cm^2/s}\) is a round value for such an ion. Since \(\tau\) is proportional to \(D\), a value of \(0.65\times10^{-5}\ \mathrm{cm^2/s}\), closer to that of ferrocyanide in this salt, would shorten it to 0.19 s. The assumption most dependent on the actual surface is that no holes recombine there. Let surface holes transfer at a rate proportional to \(c(0,t)\) and recombine at a fixed rate per hole, with their number adjusting quickly. If \(J\) now denotes the supply of holes, the photocurrent flux is \(J\,c(0,t)/[c(0,t)+c_h]\), where \(c_h\) is the concentration at which the two rates are equal. For a chosen \(c_h=0.1\) mM, the numerical solution falls to 90% of \(J\) at 0.270 s, or 92% of \(\tau\). A surface with more recombination would sag sooner.

The other estimated corrections are smaller than this 8% shift, which itself depends on the chosen \(c_h\):

- **Migration.** The field draws the fourfold negative ion towards the anode. From bulk transport numbers this supplies about 0.9% of the flux. If that share persisted at the surface, diffusion would carry \(0.991J\) there, and since \(\tau\propto1/J^2\), the time would rise by roughly 2%. This gives only the size of the effect: gradients of the product and salt ions change the field near the electrode, while the reductant's migration there dies away as the surface empties. Solving the electroneutral transport equations for all four ions gives a rise of about 1.5%.
- **Charging.** An interface of 20 µF/cm² swinging by 0.5 V takes 10 µC/cm². This capacitance is typical of the solution side of the interface and applies only if the swing falls there. The space-charge layer of moderately doped silicon has only about 0.01 to 0.1 µF/cm², and a swing across it costs far less charge. If all of it is drawn at the start, the reaction is delayed by about 2 ms, or 0.7% of \(\tau\). Later charging matters more: spread evenly over the step, it lowers the reductant flux by 0.7% and, since \(\tau\propto1/J^2\), lengthens the step by about 4 ms. The potential swings mostly as the surface empties, and the same charge drawn just at \(\tau\) postpones depletion by about 11 ms, nearly 4% of \(\tau\).
- **Edges.** For a disc of 3 mm radius, \(\sqrt{D\tau}=17\) µm is 0.6% of the radius, so only a thin rim gains supply from the sides. If the photocurrent is uniform over the disc, the centre still empties at \(\tau\). If the current redistributes so that the surface concentration stays uniform, \(\tau\) rises by about 1%.

Even when \(D\) has been measured for the actual solution, these corrections leave at most two meaningful digits for a real cell. The remaining values are in the numerical output below.

## Computed results

```
photocurrent density            5.0 mA/cm^2
bulk reductant concentration    10.0 mM
diffusivity                     1.0e-05 cm^2/s
Faraday constant                96485.33 C/mol
reductant flux j/F              5.1821e-08 mol/(cm^2 s)
F*C/(2j)                        96.485 s/cm
depletion time tau, formula     0.2925 s
depletion time tau, converted   292.5 ms
depletion time tau, numerical   0.2925 s
surface concentration at 0.05 s 5.865 mM
surface concentration at 0.10 s 4.153 mM
surface concentration at 0.20 s 1.731 mM
concentration at tau, x=10 um  4.339 mM
concentration at tau, x=20 um  7.127 mM
concentration at tau, x=50 um  9.823 mM
diffusion length sqrt(D*tau)    17.10 um
charge passed by tau            1.462 mC/cm^2
equivalent emptied thickness    15.16 um
critical stirred thickness      19.30 um
depletion time, 100 um layer    0.2925 s
depletion time, 25 um layer    0.3212 s
depletion time, 20 um layer    0.5087 s
steady surface conc., 18 um layer 0.672 mM
current fraction at 1.2 tau     0.7323 (no unit)
current fraction at 2.0 tau     0.5000 (no unit)
current fraction at 4.0 tau     0.3333 (no unit)
recombination half-concentration 0.10 mM
time to 90% of J, recombination 0.2702 s
  lower and upper bounds        0.2422, 0.2990 s
  time to 90% relative to tau   92.4 %
supporting salt, rough          1.0 M
salt ion diffusivity, rough     2.0e-05 cm^2/s
bulk migration share of flux    0.94 %
rough rise of tau by migration  1.9 %
interface capacitance, rough    20 uF/cm^2
interface voltage swing, rough  0.5 V
charging delay                  2.0 ms
charging delay relative to tau  0.68 %
photon energy chosen            2.0 eV
photon flux at unit yield       3.121e+16 1/(cm^2 s)
light power at unit yield       10.0 mW/cm^2
heating if all enters water     0.039 K
electrode radius chosen         3.0 mm
diffusion length / radius       0.57 %
```
